# What spin-orbit coupling costs compared with collinear spin

**The argument under comment**

The argument concerns the computing budget for a plane-wave calculation on a crystal. It runs as follows. A scalar-relativistic calculation without spin polarization has one set of orbitals. Collinear spin polarization has an up set and a down set, and costs twice as much. Spin-orbit coupling also works with two components, up and down. Its cost should therefore again be twice the scalar cost, and a collinear magnetic calculation should be able to take it on at little extra expense.

The statement about collinear spin is sound. The step from there to spin-orbit coupling is not, because it counts components and does not ask which components are coupled. Three questions have to be separated: how large the eigenvalue problem becomes, how each part of the work grows with that size, and how many k points must be treated.

**What is being compared**

Let the scalar reference have $N$ plane waves and $n$ bands at each k point. Each band holds two electrons, so $n$ filled bands hold $2n$ electrons. The cutoff, the cell, the Fourier grid and the number of iterations are kept the same in all calculations. Spin-orbit coupling is included in the iterative eigenvalue problem itself; adding it afterwards within a truncated set of scalar bands is a different algorithm with a different count.

With collinear spin the Hamiltonian is block diagonal,

$$H=\begin{pmatrix}H_\uparrow&0\\0&H_\downarrow\end{pmatrix}.$$

Each block has dimension $N$, and I let each channel keep $n$ bands. These are two problems of the reference size, so every band operation costs twice the reference.

A spinor has an upper part $u$ and a lower part $d$, each with $N$ coefficients. The basis dimension is $2N$. A spinor band holds one electron, so the same $2n$ electrons need $2n$ bands. This is easily checked where spin-orbit coupling and exchange are both switched off: the spinor spectrum is then the scalar spectrum with every level taken twice.

One could hope to keep the block form by a clever choice of spin axis. To see whether this is possible, take p orbitals on one site with the coupling $\lambda\,\mathbf L\cdot\mathbf S$, where $\mathbf S=\boldsymbol\sigma/2$ and $\mathbf L$ is in units of $\hbar$. A split into two blocks of opposite spin along a common axis $\hat{\mathbf n}$ requires $H$ to commute with $\hat{\mathbf n}\cdot\boldsymbol\sigma$. The spin-independent part does so. For the rest, $[\sigma_a,\sigma_j]=2i\sum_c\epsilon_{ajc}\sigma_c$ gives

$$[\lambda\,\mathbf L\cdot\mathbf S,\sigma_j]=\frac{\lambda}{2}\sum_a L_a[\sigma_a,\sigma_j]=i\lambda\sum_{ac}\epsilon_{ajc}L_a\sigma_c .$$

The size of these commutators is measured by $G_{ij}=\mathrm{Tr}\,([H,\sigma_i]^\dagger[H,\sigma_j])$. For p orbitals $\mathrm{Tr}\,L_aL_b=2\delta_{ab}$, and for spin $\mathrm{Tr}\,\sigma_c\sigma_d=2\delta_{cd}$. Hence

$$G_{ij}=4\lambda^2\sum_{ac}\epsilon_{aic}\epsilon_{ajc}=8\lambda^2\delta_{ij}.$$

The norm of $[H,\hat{\mathbf n}\cdot\boldsymbol\sigma]$ is therefore $\sqrt8\,\lambda$ for every direction $\hat{\mathbf n}$. With $\lambda=0.6$ eV it is 1.70 eV, and the numerical minimum over all axes agrees. For a collinear magnet without spin-orbit coupling the minimum is zero, reached along the magnetization. No choice of spin axis therefore splits the spinor problem. This does not exclude a split by another symmetry, in which the spin direction differs from orbital to orbital. A solver that uses no such symmetry has one problem with $2N$ coefficients and $2n$ bands.

**Counting the work at one k point**

The work of an iterative plane-wave solver has a transform part and a dense part, and they grow differently.

To apply the local potential, an orbital is transformed to the real-space grid, multiplied by the potential, and transformed back. A radix-2 transform on $N_g$ points has $\log_2N_g$ levels with $N_g/2$ elementary steps each. One such step contains a complex multiplication (6 real operations) and two complex additions (4 real operations). A transform costs

$$\frac{N_g}{2}\log_2N_g\,(6+4)=5N_g\log_2N_g ,$$

and the two transforms for each of $n$ reference bands cost

$$F=10\,n\,N_g\log_2N_g .$$

The multiplication on the grid is linear in $N_g$ without the logarithm and is neglected. It is largest for a magnet with spin-orbit coupling, where the potential is a $2\times2$ matrix in spin: it then takes 20 operations per grid point and spinor, against $20\log_2N_g$ for the transforms, which is about 7 % for $N_g=30\,000$. For spinors the grid is the same, but there are $2n$ bands with two components each. This makes $4n$ arrays in place of $n$, and the transform part becomes $4F$.

The dense part consists of products between bands. The overlap matrix is

$$S_{ij}=\sum_{\mathbf G}c_{i\mathbf G}^*c_{j\mathbf G}.$$

It has $n^2$ elements, each a sum of $N$ terms, and each term takes one complex multiplication and one complex addition, together 8 real operations. The cost is $8n^2N$. The Hamiltonian matrix in the space of the bands has the same form and cost. The rotation to new bands produces $nN$ coefficients, each a sum over $n$ old bands, which is again $8n^2N$. Together

$$D=24\,n^2N .$$

Using the hermiticity of the first two matrices would lower the prefactor for scalar and spinor bands alike, and leave their ratio unchanged to leading order in $n$. For spinors

$$24\,(2n)^2(2N)=8D .$$

The eight has three factors of two: one for each of the two band indices, and one for the longer sum over coefficients. Comparison with collinear spin shows where the argument under comment goes wrong. Collinear spin also has $2n$ orbitals in total. But an up orbital is orthogonal to a down orbital by its spin alone, so two of the four blocks of band pairs need no work, and in the other two blocks the sum runs over one component. What remains is $2\times24n^2N=2D$. Spin-orbit coupling fills all four blocks and both components, and costs four times as much as that.

Let $f=D/(F+D)$ be the dense fraction of the reference work. The spinor cost relative to the reference is

$$\frac{4F+8D}{F+D}=4(1-f)+8f=4+4f. \tag{1}$$

Dividing by 2 gives the cost relative to collinear spin,

$$\frac{4+4f}{2}=2+2f. \tag{2}$$

So a doubling does occur, but as the limit $f\to0$ of equation (2), and relative to collinear spin. Relative to the scalar reference the same limit is fourfold. In the opposite limit, $f\to1$, the factors are 4 and 8. A blanket statement that spin-orbit coupling costs eight times as much is therefore also wrong for a solver that spends much of its time on transforms.

Equation (1) was tested by counting the operations actually executed in a small case with four scalar bands. There $f=0.403$, which predicts $4+4\times0.403=5.61$, and the count gave 5.61.

Storage follows from the dimensions alone: $2n$ bands with $2N$ coefficients take four times the memory of the reference and twice that of collinear spin.

This count leaves out nonlocal projectors, operations on the density, communication, and the diagonalization of the small matrix between bands. For a fixed set of $p$ scalar projectors the overlaps with the bands cost $8pnN$. Each spinor component needs them separately, so this part grows by 4 and belongs with the transforms, even though $p$ grows with the number of atoms. The set need not stay fixed, however. If the spin-orbit calculation has separate radial projectors for $j=l+\tfrac12$ and $j=l-\tfrac12$ where the scalar one has a single radial projector, the number of projectors with $l>0$ doubles, and their part of the work grows by up to 8. The word "dense" in $f$ refers to products between bands.

**Other basis types**

On a real-space grid with a finite-difference kinetic energy, the transforms are replaced by a stencil. Its cost is a fixed number of operations per grid point, component and band, so it too grows by 4, while the products between bands grow by 8. Equations (1) and (2) then hold with the value of $f$ that belongs to that method, provided the local potential costs little beside the stencil. In a magnet this potential can couple the two spinor components, and its own cost then grows by more than 4.

In a local-orbital basis the full matrix is often diagonalized directly. Reducing a matrix of dimension $M$ takes of order $M$ steps, each changing of order $M^2$ elements, so the work grows as $M^3$ for large $M$. Doubling the dimension gives a factor 8 relative to one scalar diagonalization, and 4 relative to the two diagonalizations of collinear spin.

There can be a further cost from the number type. Consider a crystal with inversion symmetry and p orbitals at the inversion centres. The hoppings to $\mathbf R$ and $-\mathbf R$ are equal, so their phases add to $2\cos(\mathbf k\cdot\mathbf R)$ and the scalar matrix is real. In the same real orbitals the matrices of $\mathbf L$ are imaginary, and the spinor matrix is complex. A real multiplication and addition take 2 operations and the complex pair takes 8, which is a factor 4 in arithmetic. Together with the doubled dimension this would be $4\times8=32$ if every step were complex. It is an upper count: a Hermitian matrix is first reduced to a real tridiagonal one, and the eigenvalue problem of that matrix is solved in real arithmetic in both cases.

Measured processor times, for random matrices, were 33 ms for a real matrix of dimension 400, 125 ms for a complex one, and 1093 ms for a complex one of dimension 800. The last time is 33 times the first and 8.8 times the second. The 33 is the product of 3.8 (complex over real) and 8.8 (doubling). Its nearness to 32 confirms nothing: these times belong to one dimension on one machine, both ratios change with dimension and processor, and timings contain memory traffic as well as arithmetic, which I have not separated.

**When part of the factor can be recovered**

The count above treats the spinor matrices as having no structure. A non-magnetic crystal with inversion symmetry does have one. Time reversal takes $\mathbf k$ to $-\mathbf k$ and inversion takes it back, so their product acts at a fixed k point. With the origin at an inversion centre it can be written, up to a phase, as

$$\Theta(u,d)=(-d^*,u^*).$$

Applying it twice gives $\Theta^2=-1$. It is antiunitary, which can be read off from the components:

$$\langle\Theta a|\Theta b\rangle=\sum\left(d_ad_b^*+u_au_b^*\right)=\langle a|b\rangle^* .$$

Since $H\Theta=\Theta H$, the state $\Theta a$ has the same energy as $a$. It is also orthogonal to $a$, because $\langle\Theta a|a\rangle=\sum(-d_au_a+u_ad_a)=0$. The bands come in degenerate pairs. For matrix elements

$$\langle\Theta a|H|\Theta b\rangle=\langle\Theta a|\Theta Hb\rangle=\langle a|H|b\rangle^* ,$$

and, with $b=-\Theta(\Theta b)$,

$$\langle\Theta a|H|b\rangle=-\langle\Theta a|\Theta H\Theta b\rangle=-\langle a|H|\Theta b\rangle^* .$$

If the trial space is built from $n$ spinors and their $n$ partners, it is enough to compute $n$ rows of the matrix with $2n$ columns. This costs $8\cdot n\cdot2n\cdot2N=4\cdot8n^2N$, half of the unstructured value. The rotation is halved too, since the partners of the rotated spinors follow from $\Theta$. So are the transforms, because $H\Theta a=\Theta Ha$. The total relative to the scalar reference is then

$$2(1-f)+4f=2+2f .$$

For such a crystal, and with a solver that keeps the pairs together, the doubling of the original argument becomes the lower limit relative to a scalar reference done in complex arithmetic. That reference could use the same symmetry. For scalar orbitals the operation is $c\to c^*$ with square $+1$, so the Hamiltonian matrix and the coefficients can be chosen real. A term of a dense product then costs 2 operations instead of 8, which gives $D/4$, and two bands can be carried as the real and imaginary parts of one complex array, which gives $F/2$. If both calculations use the symmetry, the factors are $2F/(F/2)=4$ for the transforms and $4D/(D/4)=16$ for the dense part. Time reversal changes the sign of an exchange field and inversion carries it from $\mathbf r$ to $-\mathbf r$, so $\Theta$ turns $\mathbf B(\mathbf r)$ into $-\mathbf B(-\mathbf r)$. The relations between the blocks therefore fail in a ferromagnet. They survive in an antiferromagnet whose opposite moments are exchanged by the inversion, where $\mathbf B(-\mathbf r)=-\mathbf B(\mathbf r)$. The block relations were tested numerically: they hold to rounding error in the non-magnetic model and fail in the ferromagnetic one. Of the halved costs, only that of the overlap matrix was counted.

**The number of k points**

Symmetry enters as a separate factor, and here too a general statement would mislead. I use a simple cubic crystal with three p orbitals per site and

$$H(\mathbf k;\mathbf m)=K(\mathbf k)+\lambda\,\mathbf L\cdot\mathbf S-\frac{\Delta}{2}\,\mathbf m\cdot\boldsymbol\sigma .$$

Here $\mathbf m$ is the unit vector of the magnetization, $\Delta$ is the exchange splitting, and $K$ contains the hoppings to first and second neighbours. The cubic point group has 48 operations $R$.

Without spin-orbit coupling, $R$ may act on the orbitals and leave the spin alone. It turns $K(\mathbf k)$ into $K(R\mathbf k)$ and does not touch the exchange term. All 48 operations survive, whatever the direction of $\mathbf m$.

With spin-orbit coupling, $\mathbf L\cdot\mathbf S$ is invariant if orbitals and spin are turned together. The magnetization, being an axial vector, is then turned as well:

$$H(\mathbf k;\mathbf m)\;\to\;H(R\mathbf k;\mathbf m'),\qquad \mathbf m'=\det(R)\,R\,\mathbf m .$$

If $\mathbf m'=\mathbf m$, the spectra at $\mathbf k$ and $R\mathbf k$ are equal. If $\mathbf m'=-\mathbf m$, time reversal can follow. It reverses $\mathbf k$, $\mathbf L$ and $\boldsymbol\sigma$, which restores the exchange term, and the spectra at $\mathbf k$ and $-R\mathbf k$ are equal. If neither holds, the operation is lost. In a non-magnetic crystal the exchange term is absent and all 48 operations survive, so spin-orbit coupling alone leaves the set of k points as it was.

The surviving operations are those that map the line along $\mathbf m$ onto itself. For $\mathbf m$ along [001] there are 8 signed permutations of $x$ and $y$ and 2 signs of $z$, which makes 16. For [111] there are 6 permutations with a common sign, which makes 12. For [110] there are 8, and for a general direction the identity and the inversion remain. A k point in general position has as many equivalent points as there are operations, so on a fine mesh the number of inequivalent points grows by 48 divided by the number of survivors: 3, 4, 6 and 24.

A finite mesh gives less. Take an odd number $M$ of points along each axis, including $\mathbf k=0$. Each coordinate then has $q=(M+1)/2$ different magnitudes. With 48 operations the order and the signs of the coordinates do not matter, which leaves $q(q+1)(q+2)/6$ points. With $\mathbf m$ along [001] the $z$ coordinate is distinguished, which leaves $q\cdot q(q+1)/2$. The ratio is

$$\frac{q^2(q+1)/2}{q(q+1)(q+2)/6}=\frac{3q}{q+2}.$$

It approaches 3 from below. For $M=11$, $q=6$, the numbers are 56 and 126, and the ratio is $18/8=2.25$. These counts include the operations that are combined with time reversal. A solver that uses only those with $\mathbf m'=\mathbf m$ keeps 8 operations for [001]; the limit is then 6, and this mesh has 186 points, a ratio of 3.32.

The rule was tested by diagonalizing the model at all 1331 points of this mesh, with $\lambda=0.6$ eV and $\Delta=1.0$ eV, and counting the different spectra:

| Case | Operations | Different spectra |
|---|---|---|
| no coupling, or no magnetism | 48 | 56 |
| both, $\mathbf m$ along [001] | 16 | 126 |
| both, [111] | 12 | 146 |
| both, [110] | 8 | 216 |
| both, [123] | 2 | 666 |

In each case the number equals that of the symmetry classes of the mesh.

**What this does to a budget**

Take 100 plane waves per scalar band, a round choice, and a grid that represents products of two orbitals without loss. If the orbitals fill a sphere of radius $G_{\max}$, their products fill one of radius $2G_{\max}$, which needs a box of side $4G_{\max}$. Thus

$$\frac{N_g}{N}=\frac{(4G_{\max})^3}{\tfrac{4\pi}{3}G_{\max}^3}=\frac{48}{\pi}\approx15.3 .$$

For $n=100$ and $N=10\,000$ the dense part is $D=24\times100^2\times10^4=2.40\times10^9$ operations, and the transforms take $F=2.63\times10^9$. The dense fraction is

$$f=\frac{2.40}{2.63+2.40}=0.477 .$$

Equation (1) gives $4+4\times0.477=5.91$ relative to the scalar reference, and equation (2) gives 2.95 relative to collinear spin. The coefficients at one k point grow from 16 MB to 64 MB.

The size of the cell matters, because $D/F$ is proportional to $n/\log_2N_g$. For $n=20$ the dense fraction is 0.17, and the spinor calculation costs 4.7 times the scalar and 2.35 times the collinear one. For $n=500$ the fraction is 0.80, and the factors are 7.2 and 3.6. At one k point, a ratio measured on a small cell therefore underestimates the ratio for a large one.

If the set of projectors stays fixed, including them reduces these factors, most of all in large cells. With $p=2n$, for example, their overlaps with the bands and their application cost $2\times8pnN=32n^2N$, which is more than $D$. Counted with the transforms, they lower $f$ for $n=500$ from 0.80 to 0.39, and the factors to 5.5 and 2.8.

For a cubic magnet with $\mathbf m$ along [001] on the mesh above, the k points contribute a further factor 2.25. Relative to the collinear calculation the total is 5.3, 6.6 and 8.1 for the three sizes. These are ratios of counted operations, with the omissions named earlier; they do not predict running times. They also assume the same mesh for all three sizes. A larger cell usually takes a coarser mesh, for which the factor $3q/(q+2)$ is smaller: with $M=3$ it is 1.5, and the total for $n=500$ is 5.4 in place of 8.1. Conversely, a property that needs a finer mesh once spin-orbit coupling is included will cost more.

**Recommendation**

The budget should be revised. The factor of two should be replaced by equation (1) for a non-magnetic crystal and by equation (2) for a magnet, where $f$ is the share of the running time that a scalar run of the intended size spends on products between bands. This share can differ from the counted one, because the two parts need not run at the same speed per operation, and its use assumes that each part keeps its speed when spin-orbit coupling is added and that all work outside these products grows by 4. The first assumption can fail, since the speed per operation of a matrix product depends on its size, so a short spinor run should confirm the estimate. Diagonalization of the small matrix between bands, projectors whose number increases, and operations on the density alone do not follow this rule; if they take a noticeable share of the time, they should be estimated separately. Both equations refer to solvers that work in complex arithmetic and make no use of inversion symmetry at a k point. For the magnet, the result should then be multiplied by the growth in k points for the intended direction of magnetization. The numerical output below lists the operation counts, the timings and the numbers of different spectra. The figures that include projectors and those for the mesh with $M=3$ follow from the formulas in the text.

## Calculated quantities

```
COUNTED OPERATIONS
8x8x8 transform: counted 23040, formula 23040
spinor/scalar, transforms: 4.00
spinor/scalar, dense products: 8.00
small test: f = 0.4030, total ratio = 5.6119
dense ratio using Kramers partners: 4.00
MEASURED DIAGONALIZATION TIME
real, dimension 400: 33.1 ms
complex, dimension 400: 124.6 ms
complex, dimension 800: 1092.7 ms
doubled complex / complex: 8.77
doubled complex / real: 32.99
P-ORBITAL MODEL
lam = 0.6 eV, delta = 1.0 eV
near hoppings sigma, pi = (1.0, -0.2) eV
far hoppings sigma, pi = (0.3, -0.1) eV
test k = [0.4 1.1 2. ] (units of 1/lattice constant)
scalar levels (eV): [-1.9538  1.0484  1.9939]
spinor levels with SOC (eV): [-2.0106 -2.0106  1.0073  1.0073  2.0917  2.0917]
least spin commutator, collinear: 0.0000 eV
least spin commutator, SOC: 1.6971 eV
Kramers block error, non-magnetic: 3.7e-15 eV
Kramers block error, magnetic: 6.512 eV
K POINTS, 11x11x11 mesh, 1331 points
no SOC, non-magnetic: 48 operations, 56 distinct k, growth 1.00, limit 1
SOC, non-magnetic: 48 operations, 56 distinct k, growth 1.00, limit 1
no SOC, collinear magnet: 48 operations, 56 distinct k, growth 1.00, limit 1
SOC, m along [001]: 16 operations, 126 distinct k, growth 2.25, limit 3
SOC, m along [111]: 12 operations, 146 distinct k, growth 2.61, limit 4
SOC, m along [110]: 8 operations, 216 distinct k, growth 3.86, limit 6
SOC, m along [123]: 2 operations, 666 distinct k, growth 11.89, limit 24
COST EXAMPLE, 100 plane waves per scalar band
grid points per plane wave: 15.28
n = 20, N = 2000: transforms 9.106e+07, dense 1.920e+07 operations
  f = 0.174, spinor/scalar = 4.70, spinor/collinear = 2.35
  with [001] k growth, spinor/collinear = 5.28
  coefficients per k: scalar 0.6 MB, collinear 1.3 MB, spinor 2.6 MB
n = 100, N = 10000: transforms 2.631e+09, dense 2.400e+09 operations
  f = 0.477, spinor/scalar = 5.91, spinor/collinear = 2.95
  with [001] k growth, spinor/collinear = 6.65
  coefficients per k: scalar 16.0 MB, collinear 32.0 MB, spinor 64.0 MB
n = 500, N = 50000: transforms 7.465e+10, dense 3.000e+11 operations
  f = 0.801, spinor/scalar = 7.20, spinor/collinear = 3.60
  with [001] k growth, spinor/collinear = 8.10
  coefficients per k: scalar 400.0 MB, collinear 800.0 MB, spinor 1600.0 MB
```
